# Splitting of the Delta valleys in tetragonally strained silicon: verification in Python

```python
"""Splitting of the six Delta valleys of silicon under strain.

Result under test, to first order in the strain tensor e:
    shift(n) = Xi_d * trace(e) + Xi_u * n.e.n
for the valley along the unit vector n. For e = diag(e_par, e_par, e_perp):
    E(Delta4) - E(Delta2) = Xi_u * (e_par - e_perp)
Delta2: valleys on +-z; Delta4: valleys on +-x and +-y.
Xi_d, Xi_u: dilatation and uniaxial deformation potentials (eV).

The law is tested on valley energies from a plane-wave Hamiltonian of a
silicon-like model crystal, whose lattice is strained explicitly.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar

AXES = np.eye(3)

# Model crystal: rounded silicon-like local pseudopotential.
lattice_angstrom = 5.4
form_factors = {3: -2.9, 8: 0.5, 11: 1.1}  # eV, by squared index length
lattice_m = lattice_angstrom * constants.angstrom
kinetic_unit = (constants.hbar * 2 * np.pi / lattice_m) ** 2 / (
    2 * constants.m_e * constants.e)  # eV

# A smooth curve supplies the potential at strained wave vectors.
curve = np.polyfit([3, 8, 11, 16], [*form_factors.values(), 0.0], 3)

# Reciprocal vectors of the fcc lattice: indices all even or all odd.
waves = np.array([g for g in itertools.product(range(-4, 5), repeat=3)
                  if len({i % 2 for i in g}) == 1
                  and sum(i * i for i in g) <= 24])
differences = waves[:, None, :] - waves[None, :, :]
allowed = np.isin((differences ** 2).sum(axis=2), list(form_factors))
structure = np.cos(np.pi * differences.sum(axis=2) / 4)


def valley_minima(strain, directions=AXES):
    """Energies (eV) and positions (2 pi/a) of fifth-band minima."""
    deformation = np.eye(3) + strain
    inverse = np.linalg.inv(deformation)
    q_squared = ((differences @ inverse) ** 2).sum(axis=2)
    potential = np.where(allowed, np.polyval(curve, q_squared) * structure,
                         0.0) / np.linalg.det(deformation)
    energies, positions = [], []
    for direction in directions:
        def band_energy(k):
            wave_vectors = (waves + k * direction) @ inverse
            kinetic = kinetic_unit * (wave_vectors ** 2).sum(axis=1)
            return eigh(potential + np.diag(kinetic), eigvals_only=True,
                        subset_by_index=[4, 4])[0]
        best = minimize_scalar(band_energy, bounds=(0.6, 1.0),
                               method="bounded", options={"xatol": 1e-6})
        energies.append(best.fun)
        positions.append(best.x)
    return np.array(energies), np.array(positions)


def strain_derivative(pattern, step=1e-3):
    """First-order valley shifts per unit amplitude of a strain pattern."""
    plus = valley_minima(step * pattern)[0]
    minus = valley_minima(-step * pattern)[0]
    return (plus - minus) / (2 * step)


def linear_shifts(xi_d, xi_u, strain):
    """Shifts of the x, y and z valleys from the two-constant law."""
    return np.array([xi_d * np.trace(strain) + xi_u * n @ strain @ n
                     for n in AXES])


# Unstrained crystal: equal valleys with minima inside the zone.
energies0, positions0 = valley_minima(np.zeros((3, 3)))
assert np.ptp(energies0) < 1e-7
assert np.all((positions0 > 0.61) & (positions0 < 0.99))

# Obtain both model constants from strain along z alone.
response_z = strain_derivative(np.diag([0.0, 0.0, 1.0]))
model_xi_d = response_z[0]
model_xi_u = response_z[2] - response_z[0]
assert abs(response_z[0] - response_z[1]) < 0.02

# Predict a different strain, with unequal axes and shear.
general = np.array([[0.3, 0.4, -0.2], [0.4, -0.5, 0.3], [-0.2, 0.3, 1.0]])
general_direct = strain_derivative(general)
general_law = linear_shifts(model_xi_d, model_xi_u, general)
# Central differences leave an error of second order in the step.
assert np.allclose(general_direct, general_law, rtol=0, atol=0.02)

# Hydrostatic strain moves all valleys together.
hydrostatic = valley_minima(0.01 * np.eye(3))[0]
assert np.ptp(hydrostatic) < 1e-7

# Worked example with round parameters.
xi_u, xi_d = 9.0, 1.0
e_par, e_perp = 0.012, -0.008
strain = np.diag([e_par, e_par, e_perp])
shifts = linear_shifts(xi_d, xi_u, strain)
splitting = shifts[0] - shifts[2]
mean_shift = shifts.mean()
assert abs(splitting - 0.18) < 1e-12
other = linear_shifts(-4.0, xi_u, strain)
assert abs(other[0] - other[2] - splitting) < 1e-12
reverse = linear_shifts(xi_d, xi_u, -strain)
assert reverse[0] < reverse[2]

# Opposite valleys stay equal in the strained model crystal.
opposite = valley_minima(strain, np.array([AXES[2], -AXES[2]]))[0]
assert abs(opposite[0] - opposite[1]) < 1e-7

# Finite strain: the departure must fall faster than the strain.
full = valley_minima(strain)[0]
half = valley_minima(strain / 2)[0]
full_split, half_split = full[0] - full[2], half[0] - half[2]
full_linear = model_xi_u * (e_par - e_perp)
full_departure = full_split - full_linear
half_departure = half_split - full_linear / 2
assert abs(full_departure) > 2.5 * abs(half_departure)

print("WORKED EXAMPLE")
print(f"Xi_u = {xi_u:.1f} eV")
print(f"Xi_d = {xi_d:.1f} eV")
print(f"in-plane strain e_par = {e_par:.3f} (no unit)")
print(f"out-of-plane strain e_perp = {e_perp:.3f} (no unit)")
print(f"strain difference = {e_par - e_perp:.3f} (no unit)")
print(f"trace of strain = {np.trace(strain):.3f} (no unit)")
print(f"common term Xi_d*trace = {xi_d * np.trace(strain):.3f} eV")
print(f"Delta4 term Xi_u*e_par = {xi_u * e_par:.3f} eV")
print(f"Delta2 term Xi_u*e_perp = {xi_u * e_perp:.3f} eV")
print(f"Delta4 shift = {shifts[0]:.3f} eV")
print(f"Delta2 shift = {shifts[2]:.3f} eV")
print(f"splitting Delta4 - Delta2 = {splitting:.3f} eV")
print(f"splitting, converted = {1000 * splitting:.0f} meV")
print(f"six-valley mean shift = {mean_shift:.3f} eV")
print(f"Delta4 shift from mean = {shifts[0] - mean_shift:.3f} eV")
print(f"Delta2 shift from mean = {shifts[2] - mean_shift:.3f} eV")
print("MODEL CRYSTAL TEST")
print(f"lattice constant = {lattice_angstrom:.1f} angstrom")
for shell, value in form_factors.items():
    print(f"form factor, squared index length {shell} = {value:.1f} eV")
print(f"number of plane waves = {len(waves)}")
print(f"valley position = {positions0[2]:.3f} (2 pi/a)")
print(f"model Xi_u = {model_xi_u:.3f} eV")
for name, direct, law in zip("xyz", general_direct, general_law):
    print(f"general strain, {name} valley: direct {direct:.3f} eV, "
          f"law {law:.3f} eV per unit amplitude")
print(f"hydrostatic splitting below 1e-7 eV: {np.ptp(hydrostatic) < 1e-7}")
print(f"full strain: direct splitting = {full_split:.5f} eV")
print(f"full strain: linear splitting = {full_linear:.5f} eV")
print(f"full strain: departure = {full_departure:.5f} eV")
print(f"half strain: departure = {half_departure:.5f} eV")
print(f"full departure / linear = "
      f"{100 * full_departure / full_linear:.2f} percent")
print("all good")
```

Output:

```
WORKED EXAMPLE
Xi_u = 9.0 eV
Xi_d = 1.0 eV
in-plane strain e_par = 0.012 (no unit)
out-of-plane strain e_perp = -0.008 (no unit)
strain difference = 0.020 (no unit)
trace of strain = 0.016 (no unit)
common term Xi_d*trace = 0.016 eV
Delta4 term Xi_u*e_par = 0.108 eV
Delta2 term Xi_u*e_perp = -0.072 eV
Delta4 shift = 0.124 eV
Delta2 shift = -0.056 eV
splitting Delta4 - Delta2 = 0.180 eV
splitting, converted = 180 meV
six-valley mean shift = 0.064 eV
Delta4 shift from mean = 0.060 eV
Delta2 shift from mean = -0.120 eV
MODEL CRYSTAL TEST
lattice constant = 5.4 angstrom
form factor, squared index length 3 = -2.9 eV
form factor, squared index length 8 = 0.5 eV
form factor, squared index length 11 = 1.1 eV
number of plane waves = 137
valley position = 0.852 (2 pi/a)
model Xi_u = 10.635 eV
general strain, x valley: direct -5.503 eV, law -5.503 eV per unit amplitude
general strain, y valley: direct -14.012 eV, law -14.012 eV per unit amplitude
general strain, z valley: direct 1.941 eV, law 1.941 eV per unit amplitude
hydrostatic splitting below 1e-7 eV: True
full strain: direct splitting = 0.21236 eV
full strain: linear splitting = 0.21271 eV
full strain: departure = -0.00035 eV
half strain: departure = -0.00008 eV
full departure / linear = -0.17 percent
all good
```
